# The Born Effective Charge as One Mixed Second Derivative, part 1

(Sections cited here and not found follow in the second part.)

## First half: two measurements, one energy

Q: Displace one sublattice of an ionic insulator and, in general, the crystal polarizes. Apply a field and the ions feel forces. I am told that one "Born effective charge" describes both effects. But the first belongs to the whole crystal and the second to a single atom. Why should they be related at all?

A: Because both can be read from one energy function. Before writing it, we need the polarization of a periodic crystal.

Take a neutral insulating crystal whose cell has fixed edges and volume $\Omega$. All charges are in units of the positive elementary charge $e$, so an electron has charge $-1$. With energies in eV and lengths in nm, fields are in V/nm, and charge times field is a force in eV/nm. The vector $\mathbf u$ displaces every atom of one chosen sublattice by the same amount. All other ions are clamped.

Q: The dipole of a periodic charge density depends on where I cut the cell. What do you mean by polarization?

A: Cut a film of $N$ cells from the crystal. Its dipole is well defined because the film is finite and neutral. In an insulator the occupied orbitals can be recombined into localized ones, the Wannier functions. I assume that the occupied bands permit this, which requires vanishing Chern numbers. Such a recombination is a unitary mixing of occupied orbitals. It multiplies the Slater determinant by a phase and leaves the density unchanged.

Each interior cell now owns some ions, with charges $Q_i$ at $\mathbf R_i$, and some Wannier functions, with centres $\bar{\mathbf r}_n$. For spin-paired electrons each function holds two electrons, and the cell dipole is

$$\mathbf p=\sum_i Q_i\mathbf R_i-2\sum_n\bar{\mathbf r}_n .$$

The cell is neutral, so $\mathbf p$ does not depend on the origin. Let the faces be insulating, and assign the ions and Wannier functions to cells so that neither face carries a net charge. The film dipole is then $N\mathbf p$ plus a contribution from its faces that does not grow with $N$. Hence $\mathbf P=\mathbf p/\Omega$ is the dipole per volume of a thick film.

Q: I could assign a Wannier function to the neighbouring cell instead.

A: You could, and $\mathbf p$ would change by $-2$ times a lattice vector. The new count leaves opposite charges on the two faces, and their dipole, which grows with $N$, cancels the change in $N\mathbf p$. The film dipole stays the same. At fixed cell edges this jump is a constant. If we keep one assignment while $\mathbf u$ changes, the constant drops out of $\partial\mathbf p/\partial\mathbf u$. If the cell edges changed as well, the constant would change with them. That is one reason why I hold the cell fixed.

Q: Now the energy. What does the field add?

A: A uniform field $\boldsymbol{\mathcal E}$ has the potential $-\boldsymbol{\mathcal E}\cdot\mathbf r$. A charge $q$ at $\mathbf r$ therefore has energy $-q\,\boldsymbol{\mathcal E}\cdot\mathbf r$. Summed over all charges of the film, this is $-\boldsymbol{\mathcal E}$ times the film dipole. Per cell, for a thick film, it is $-\boldsymbol{\mathcal E}\cdot\mathbf p$.

Let $\xi$ stand for the independent real parameters of the electronic state, with redundant phases removed. Let $W(\mathbf u,\xi)$ be the energy per cell without the macroscopic field. Define

$$g(\mathbf u,\boldsymbol{\mathcal E},\xi)=W(\mathbf u,\xi)-\boldsymbol{\mathcal E}\cdot\mathbf p(\mathbf u,\xi),\qquad
G(\mathbf u,\boldsymbol{\mathcal E})=\min_\xi g .$$

$G$ is called the electric enthalpy. The function $W$ may come from any theory in which the electronic state minimizes an energy. Whether that theory describes a given material well is a separate matter.

Q: A polarized crystal makes its own field. Is $\boldsymbol{\mathcal E}$ the field of the external charges or the total?

A: It is the total macroscopic field, averaged over a cell. The periodic part of the internal field, whose cell average is zero, belongs to $W$.

To see that this division gives the right forces, place the film between plates with fixed free charge. Let the film normal be $x$, and let $\mathcal E_y=\mathcal E_z=0$. The free charge fixes $D_x=\varepsilon_0\mathcal E_x+P_x$. The macroscopic field stores the energy $\tfrac12\varepsilon_0\mathcal E_x^2$ per volume. Its cross term with the periodic internal field averages to zero. The energy per cell is then

$$g_D=W+\frac{\Omega}{2\varepsilon_0}(D_x-P_x)^2 .$$

Differentiate with respect to $\xi$ at fixed $D_x$:

$$\frac{\partial g_D}{\partial\xi}=\frac{\partial W}{\partial\xi}-\frac{\Omega}{\varepsilon_0}(D_x-P_x)\frac{\partial P_x}{\partial\xi}
=\frac{\partial W}{\partial\xi}-\mathcal E_x\frac{\partial p_x}{\partial\xi}.$$

This is $\partial g/\partial\xi$ at fixed $\mathcal E_x$. The same calculation with $\mathbf u$ in place of $\xi$ gives $\partial g/\partial\mathbf u$. So $g$, with the total field in it, yields the same electronic state and the same force as the full electrostatic energy.

Q: Then let me see how the polarization and the force come out of $G$.

A: Let $\xi(\mathbf u,\boldsymbol{\mathcal E})$ be the minimizing state. The chain rule gives

$$\frac{\partial G}{\partial\mathcal E_a}=\frac{\partial g}{\partial\mathcal E_a}+\frac{\partial g}{\partial\xi}\frac{\partial\xi}{\partial\mathcal E_a}.$$

The second term vanishes because $\partial g/\partial\xi=0$ at the minimum. In the first, $W$ does not contain the field and $\mathbf p(\mathbf u,\xi)$ is held at fixed $\xi$. Therefore

$$\frac{\partial G}{\partial\mathcal E_a}=-p_a=-\Omega P_a .$$

For the displacement, the electrons follow the nuclei adiabatically, so $G$ is the potential energy per cell for the motion of the sublattice. In a uniform field all atoms of the sublattice feel the same force $\mathbf F$: moving by one lattice vector changes the potential by a constant, which has no effect on a neutral cell. When the sublattice moves by $d\mathbf u$, the work per cell is $\mathbf F\cdot d\mathbf u$, if the cell holds one atom of the sublattice. Hence

$$F_b=-\frac{\partial G}{\partial u_b}=-\frac{\partial g}{\partial u_b},$$

where the last form again uses stationarity. The force thus needs no derivative of the electronic state.

Q: And the connection?

A: Differentiate each first derivative once more, with respect to the other variable:

$$\frac{\partial p_a}{\partial u_b}=-\frac{\partial^2G}{\partial u_b\,\partial\mathcal E_a},\qquad
\frac{\partial F_b}{\partial\mathcal E_a}=-\frac{\partial^2G}{\partial\mathcal E_a\,\partial u_b}.$$

If $G$ has continuous second derivatives, their order does not matter, and

$$\boxed{Z_{ab}\equiv\Omega\left(\frac{\partial P_a}{\partial u_b}\right)_{\boldsymbol{\mathcal E}}
=\left(\frac{\partial F_b}{\partial\mathcal E_a}\right)_{\mathbf u}
=-\frac{\partial^2G}{\partial\mathcal E_a\,\partial u_b}}$$

The first index belongs to the polarization and the field, the second to the displacement and the force. A single rigid ion of charge $q$ gives $p_a=qu_a$ and $F_b=q\mathcal E_b$, so $Z_{ab}=q\delta_{ab}$. This limit confirms the sign.

Q: The whole-crystal quantity still troubles me. You displaced all atoms of the sublattice, yet you speak of the force on one.

A: In the linear regime the two descriptions are consistent. At fixed macroscopic field, let one displaced atom change the total dipole by $Z_{ab}u_b$. Displacing one atom in each of $N$ cells adds $N$ such changes, and the dipole per cell changes by $Z_{ab}u_b$. The dipole from one atom may be spread over many neighbouring cells. The force on that atom likewise contains the response of its neighbourhood to the field.

Q: The argument is so short that I suspect something has been hidden. When I displace the atoms, the electrons respond to the displacement. When I apply the field, they respond to the field. Those are different responses.

A: They are different, and one can follow how each enters. Write subscripts for partial derivatives of $g$, and let $H=g_{\xi\xi}$. It is a symmetric matrix, and I take it to be positive definite, so that it has an inverse. The condition $g_\xi=0$ holds for every $\mathbf u$ and $\boldsymbol{\mathcal E}$. Differentiating it gives

$$g_{\xi u_b}+H\,\xi_{u_b}=0,\qquad g_{\xi\mathcal E_a}+H\,\xi_{\mathcal E_a}=0,$$

and therefore

$$\xi_{u_b}=-H^{-1}g_{\xi u_b},\qquad \xi_{\mathcal E_a}=-H^{-1}g_{\xi\mathcal E_a}.$$

On the polarization side $p_a=-g_{\mathcal E_a}$, so

$$\frac{\partial p_a}{\partial u_b}=-g_{\mathcal E_au_b}-g_{\mathcal E_a\xi}\,\xi_{u_b}
=-g_{\mathcal E_au_b}+g_{\mathcal E_a\xi}H^{-1}g_{\xi u_b}.$$

On the force side $F_b=-g_{u_b}$, so

$$\frac{\partial F_b}{\partial\mathcal E_a}=-g_{u_b\mathcal E_a}-g_{u_b\xi}\,\xi_{\mathcal E_a}
=-g_{u_b\mathcal E_a}+g_{u_b\xi}H^{-1}g_{\xi\mathcal E_a}.$$

The last terms are numbers, and a number equals its own transpose. Since $H^{-1}$ is symmetric, the two expressions agree. The first term is the charge carried along when the electronic parameters are held fixed. The second is the charge that flows. It needs the response to one of the two perturbations, whichever is more convenient.

Q: Does $H$ include the change of the electrons' mutual repulsion?

A: Yes, because $W$ contains that repulsion. This is what self-consistency of the response means here. If it is left out, $H$ becomes another matrix and $Z$ another number. Leaving it out on both sides would still give equal results, since both would then derive from the energy of electrons in a fixed potential. They would be equal and wrong. Leaving it out on one side would break the equality.

Q: What if the calculation has not reached the minimum?

A: Then $\xi_{u}$ and $\xi_{\mathcal E}$ need not obey the two response equations. With $p_a=-g_{\mathcal E_a}$ and the force still taken as $-g_{u_b}$, subtracting the expressions before $H^{-1}$ was inserted gives

$$\frac{\partial p_a}{\partial u_b}-\frac{\partial F_b}{\partial\mathcal E_a}
=g_{u_b\xi}\,\xi_{\mathcal E_a}-g_{\mathcal E_a\xi}\,\xi_{u_b}.$$

At the minimum the right side is zero. Elsewhere nothing forces it to vanish. The same warning applies to a method whose state does not minimize the energy being differentiated. There one must use total derivatives of that energy, with the terms $g_\xi\xi_u$ and $g_\xi\xi_{\mathcal E}$ kept. If the orbitals are expanded in functions attached to the atoms, the explicit derivative $g_u$ must also include the motion of those functions.

Q: Mixed second derivatives are symmetric, so $Z_{xy}=Z_{yx}$?

A: That does not follow. The theorem permits us to exchange the order of $\partial/\partial\mathcal E_x$ and $\partial/\partial u_y$. Both orders give $Z_{xy}$. The element $Z_{yx}$ contains $\partial/\partial\mathcal E_y$ and $\partial/\partial u_x$, which are other variables. Crystal symmetry may make the two equal, but the energy argument does not.

Q: Suppose I displace every sublattice by the same vector. Nothing should happen.

A: Indeed, and this gives a sum rule. Shift all ions and electrons rigidly by $\mathbf s$. $W$ does not change, and the field energy changes by $-Q_{\rm cell}\,\boldsymbol{\mathcal E}\cdot\mathbf s$, where $Q_{\rm cell}$ is the total charge of the cell. For a neutral cell $G$ does not change, so the forces summed over sublattices $\kappa$ vanish at every field. Differentiating with respect to the field,

$$\sum_\kappa Z_{\kappa,ab}=0 .$$

In a crystal with two sublattices the two tensors are therefore equal and opposite.

Q: One last objection to the foundation. In an infinite crystal the potential $-\boldsymbol{\mathcal E}\cdot\mathbf r$ has no lower bound. There is no minimum to differentiate.

A: Correct. In a film of thickness $L$ the potential energy of an electron changes by $e\mathcal EL$ between the faces. Once this exceeds roughly the gap, the film lowers its energy by moving electrons from one face to the other. For any finite thickness, small enough fields leave the unbroken state as the ground state. We take the derivative at zero field first and let the film grow afterwards. At a finite field in a thick sample, $G$ means the energy of the polarized state before the transfer takes place, and it is useful if that state lives long enough.

The result fails when the gap closes, because a metal sustains no static internal field and its $\mathbf P$ is not defined by localized orbitals. It also fails where the electronic state jumps between two minima, since $G$ then has a kink.

## Second half: a model oxide, and what is held fixed

Q: Please restate what we carry over.

A: Charges are in units of $e$. The vector $\mathbf u$ displaces one sublattice, $\boldsymbol{\mathcal E}$ is the total macroscopic field, $\mathbf p=\Omega\mathbf P$ is the cell dipole and $\mathbf F$ the force per atom. The enthalpy $G$ gives $\partial G/\partial\mathcal E_a=-p_a$ and $\partial G/\partial u_b=-F_b$. Hence $Z_{ab}=(\partial p_a/\partial u_b)_{\mathcal E}=(\partial F_b/\partial\mathcal E_a)_u$, and the sum over sublattices is zero.

Q: You insist on the subscript $\mathcal E$. What if the film is not connected to a voltage source?

A: Then the free charge on the plates is fixed, and so is $D_x=\varepsilon_0\mathcal E_x+P_x$. Keep $\mathcal E_y=\mathcal E_z=0$, and define the clamped-ion permittivity by $\varepsilon_{xx}=1+\varepsilon_0^{-1}\partial P_x/\partial\mathcal E_x$. A displacement at fixed $D_x$ obeys

$$0=\varepsilon_0\,d\mathcal E_x+\frac{Z_{xb}}{\Omega}du_b+\varepsilon_0(\varepsilon_{xx}-1)\,d\mathcal E_x
\;\Rightarrow\;\frac{d\mathcal E_x}{du_b}=-\frac{Z_{xb}}{\varepsilon_0\varepsilon_{xx}\Omega}.$$

Since $dP_x=-\varepsilon_0d\mathcal E_x$, the polarization side becomes $\Omega(\partial P_x/\partial u_b)_D=Z_{xb}/\varepsilon_{xx}$. On the force side, clamped ions give $dD_x=\varepsilon_0\varepsilon_{xx}d\mathcal E_x$, so

$$\varepsilon_0\left(\frac{\partial F_b}{\partial D_x}\right)_{\mathbf u}=\frac{Z_{xb}}{\varepsilon_{xx}}=\Omega\left(\frac{\partial P_x}{\partial u_b}\right)_{D_x}.$$

The two measurements agree again, on a smaller charge. Comparing one at fixed field with the other at fixed $D_x$ would give a discrepancy by the factor $\varepsilon_{xx}$.

One energy function shows that the polarization per displacement and the force per field give the same charge tensor, at fixed macroscopic field and, reduced by the factor $\varepsilon_{xx}$, at fixed $D_x$. It remains to test this equality in a model crystal by computing the two sides separately, and to see what the charge means in laboratory units and for the permittivity.
